\section*{Drift-diffusion currents in a graded alloy with position-dependent mass}

\section{A special case: a gradient of mass alone}

Take a semiconductor in equilibrium at temperature $T$ in which the conduction-band edge $E_c$ is flat, there is no electric field, and the electron mass $m(x)$ alone varies with position. This supposes that the donor density follows the electron density, or that the charges are too few to create an appreciable field across the grade. With uniform doping at ordinary densities a field would arise and the edge would not stay flat. Atomic units are used, so $\hbar=1$ and the electron has charge $-1$; $kT$ is the thermal energy and a prime means $d/dx$. For a dilute electron gas with constant Fermi level $F$,
\begin{equation}
n(x)=2\left(\frac{m(x)\,kT}{2\pi}\right)^{3/2}e^{(F-E_c)/kT}\propto m(x)^{3/2}.
\end{equation}
The density is larger where the mass is larger, because a heavier band has more states within $kT$ of its edge. Diffusion therefore drives electrons toward the light side. Equilibrium allows no current, and the band edge exerts no force. With mobility $\mu$ and diffusion coefficient $\mu kT$, the balancing force $G$ must satisfy
\begin{equation}
\mu nG-\mu kT\,n'=0,\qquad
G=kT\frac{n'}{n}=\frac32\,kT\,\frac{m'}{m}.
\end{equation}

This force has a mechanical origin. An electron of wavevector $k$ has kinetic energy $k^2/2m(x)$. At fixed $k$ this energy falls toward larger mass, so the electron is pushed that way with force $(k^2/2m)(m'/m)$. Force here means the rate of change of $k$, not of velocity: an electron moving along $x$ into heavier material gains $k$ but slows down, because its energy is conserved. The mean kinetic energy is $\frac32kT$, which gives $G$.

The coefficient can be tested without the classical density law. The Hamiltonian $-\frac12\partial_x(1/m)\partial_x+k_t^2/2m$ was diagonalized for a set of transverse wavevectors $k_t$, and its states were summed with Boltzmann weights. The mass fell from 0.10 to 0.07 electron masses, with $\ln m$ following a hyperbolic-tangent profile. At its centre, the ratio $(\ln n)'/(\ln m)'$ was 1.497 for a width parameter of 600 angstrom and 1.441 for 150 angstrom. The thermal wavelength $\sqrt{2\pi/mkT}$ there is about 149 angstrom. The value $3/2$ thus belongs to grading that is slow on this scale. Both ratios contain a finite-grid error of about $+0.001$; the converged values are 1.496 and 1.440. The departure from $3/2$ depends, even in sign, on how the mass and the derivatives are ordered in the Hamiltonian, so it is not a universal correction. With the kinetic operator $-\frac12m^{\alpha}\partial_xm^{-1-2\alpha}\partial_xm^{\alpha}$, the ratio runs from 1.496 to 1.501 at 600 angstrom and from 1.440 to 1.511 at 150 angstrom as $\alpha$ goes from $0$ to $-\frac12$.

\section{Setting and theorem}

Let $\phi(x)$ be the electrostatic potential, $\mathcal E=-\phi'$ the field, $\chi(x)$ the electron affinity and $E_g(x)$ the gap. The band edges, as electron energies, are
\begin{equation}
E_c=-\phi-\chi,\qquad E_v=E_c-E_g=-\phi-\chi-E_g. \label{edges}
\end{equation}
The electron and hole densities are $n$ and $p$, and their masses are $m_n(x)$ and $m_p(x)$. The assumptions are as follows.

\begin{enumerate}
\item Each carrier has one isotropic parabolic band, and the composition varies slowly on the thermal wavelength, so that carriers follow classical equations of motion.
\item Both carriers are nondegenerate and share one uniform temperature with the lattice.
\item The state is steady and close to local equilibrium. Scattering relaxes the distribution to the local Maxwell form with the same density, in a time $\tau$ that may depend on position and on $|k|$. Generation and recombination are slow compared with this relaxation. The mean free path $\ell$, the thermal speed times $\tau$, is short compared with every length over which the state varies: $kT$ divided by the band-edge slope, $m/|m'|$, and the lengths over which $\tau$ and the quasi-Fermi-level gradients change. The classical picture of separate collisions also requires $\hbar/\tau\ll kT$, that is, $\ell$ long compared with $1/\sqrt{mkT}$, the inverse thermal wavevector.
\end{enumerate}

\textbf{Theorem.} To first order in the departure from equilibrium, the charge currents are
\begin{align}
J_n&=\mu_n n\left[\mathcal E-\chi'-\tfrac32kT(\ln m_n)'\right]+\mu_n kT\,n',\label{Jn}\\
J_p&=\mu_p p\left[\mathcal E-(\chi+E_g)'+\tfrac32kT(\ln m_p)'\right]-\mu_p kT\,p'.\label{Jp}
\end{align}
Equivalently, $J_n=\mu_n nF_n'$ and $J_p=\mu_p pF_p'$, where the quasi-Fermi levels $F_n,F_p$ are defined by
\begin{equation}
n=N_c\,e^{(F_n-E_c)/kT},\qquad p=N_v\,e^{(E_v-F_p)/kT},\label{quasi}
\end{equation}
with $N_{c,v}=2(m_{n,p}kT/2\pi)^{3/2}$. In equilibrium, where $F_n=F_p$ is constant, each current vanishes separately.

Both carriers can be treated at once. A hole has charge $+1$, and its energy increases downward from the valence edge. Write
\begin{equation}
H=W(x)+\frac{k^2}{2m(x)},\qquad
W=\begin{cases}E_c&\text{electrons},\\-E_v&\text{holes},\end{cases}
\label{H}
\end{equation}
and let $\nu$ denote the density of the carrier in question. Set $\zeta=F_n$ for electrons and $\zeta=-F_p$ for holes.

\section{Lemma 1: the force on a carrier}

\textbf{Lemma 1.} The force along $x$ is
\begin{equation}
f_x=-W'+\frac{k^2}{2m}(\ln m)',\label{force}
\end{equation}
and its average over a Maxwell distribution is $-W'+\frac32kT(\ln m)'$.

\emph{Proof.} Hamilton's equations give $\dot x=\partial H/\partial k_x=k_x/m$ and $\dot k_x=-\partial H/\partial x$. Since $(1/m)'=-m'/m^2$,
\begin{equation}
-\frac{\partial H}{\partial x}=-W'+\frac{k^2}{2}\frac{m'}{m^2}
=-W'+\frac{k^2}{2m}\frac{m'}{m}.
\end{equation}
The Maxwell weight is $e^{-k^2/2mkT}$. For one component, integration by parts gives
\begin{equation}
\int k_x^2e^{-k_x^2/2mkT}dk_x
=mkT\int e^{-k_x^2/2mkT}dk_x,
\end{equation}
because $k_xe^{-k_x^2/2mkT}=-mkT\,\partial_{k_x}e^{-k_x^2/2mkT}$ and the boundary term vanishes. Thus $\langle k_x^2\rangle=mkT$. Three equal components give $\langle k^2/2m\rangle=\frac32kT$. $\square$

\textbf{Remark: the quasi-electric forces.} From (\ref{edges}), the band-edge forces are
\begin{equation}
-E_c'=-\mathcal E+\chi'\quad\text{(electrons)},\qquad
E_v'=\mathcal E-(\chi+E_g)'\quad\text{(holes)}.\label{qe}
\end{equation}
The field enters with opposite signs, as it must for opposite charges. The alloy parts, $\chi'$ and $-(\chi+E_g)'$, are independent of each other. If the affinity rises while $\chi+E_g$ falls, both push their carriers toward $+x$, which no electric field can do. The mass force also points the same way for both carriers if both masses rise together. It pushes each toward its heavier side. Multiplication by the charge then produces the opposite signs of the mass terms in (\ref{Jn}) and (\ref{Jp}).

\section{Lemma 2: density and driving force}

\textbf{Lemma 2.} Let the local distribution be $f_0=e^{(\zeta-H)/kT}$. Then
\begin{equation}
\zeta'=W'-\tfrac32kT(\ln m)'+kT(\ln\nu)'.\label{zeta}
\end{equation}

\emph{Proof.} With two spin states and $d^3k/(2\pi)^3$ orbital states per unit volume,
\begin{align}
\nu&=\frac{2}{(2\pi)^3}e^{(\zeta-W)/kT}\int e^{-k^2/2mkT}d^3k\notag\\
&=\frac{2(2\pi mkT)^{3/2}}{(2\pi)^3}e^{(\zeta-W)/kT}
=2\left(\frac{mkT}{2\pi}\right)^{3/2}e^{(\zeta-W)/kT}.
\end{align}
Inserting $W$ and $\zeta$ for each carrier reproduces (\ref{quasi}). Take the logarithm and differentiate at constant $T$:
\begin{equation}
(\ln\nu)'=\tfrac32(\ln m)'+\frac{\zeta'-W'}{kT}.
\end{equation}
Multiplication by $kT$ and rearrangement give (\ref{zeta}). $\square$

\section{Lemma 3: the particle flux}

\textbf{Lemma 3.} To first order in $\zeta'$, the particle flux is
\begin{equation}
\Gamma=-\mu\nu\,\zeta',\qquad \mu=\frac{\langle\tau v_x^2\rangle}{kT},\qquad v_x=\frac{k_x}{m}.\label{flux}
\end{equation}

\emph{Proof.} The steady Boltzmann equation is
\begin{equation}
v_x\frac{\partial f}{\partial x}+f_x\frac{\partial f}{\partial k_x}
=-\frac{f-f_0}{\tau}.\label{BTE}
\end{equation}
Write $f=f_0+\delta f$. The left side acting on $\delta f$ is smaller than the term $\delta f/\tau$ on the right by a factor of order $\ell$ divided by the shortest variation length, for example $\ell|W'|/kT$. This term is itself linear in $\zeta'$, and it is dropped because assumption 3 makes that factor small. Then $f$ on the left is replaced by $f_0$. Its derivatives are
\begin{equation}
\frac{\partial f_0}{\partial x}=\frac{f_0}{kT}\left(\zeta'-\frac{\partial H}{\partial x}\right),\qquad
\frac{\partial f_0}{\partial k_x}=-\frac{f_0}{kT}\frac{\partial H}{\partial k_x}.
\end{equation}
Using $v_x=\partial H/\partial k_x$ and $f_x=-\partial H/\partial x$, the left side becomes
\begin{equation}
\frac{f_0}{kT}\left[v_x\zeta'-v_x\frac{\partial H}{\partial x}
+\frac{\partial H}{\partial x}v_x\right]=\frac{f_0}{kT}v_x\zeta'.
\end{equation}
The cancellation expresses conservation of $H$ along a classical path. Consequently
\begin{equation}
f-f_0=-\frac{\tau v_x\zeta'}{kT}f_0.\label{df}
\end{equation}
This correction is odd in $k_x$, so it does not change the density, as assumption 3 requires. The even function $f_0$ carries no flux. Multiplying (\ref{df}) by $v_x$ and summing over states gives $\Gamma=-\nu\langle\tau v_x^2\rangle\zeta'/kT$. $\square$

The coefficient $\mu$ is the mobility: in a uniform material with uniform density, (\ref{zeta}) gives $\zeta'=W'$, so $\Gamma=\mu\nu(-W')$, which is mobility times density times force. If $\tau$ is independent of $k$, then $\langle v_x^2\rangle=kT/m$ and $\mu=\tau/m$.

\section{Proof of the theorem}

Insert (\ref{zeta}) into (\ref{flux}), using $\nu(\ln\nu)'=\nu'$:
\begin{equation}
\Gamma=\mu\nu\left[-W'+\tfrac32kT(\ln m)'\right]-\mu kT\,\nu'.\label{common}
\end{equation}
The diffusion coefficient is therefore $\mu kT$, even when $\tau$ depends on energy.

For electrons, $J_n=-\Gamma_n$ and $W'=E_c'=\mathcal E-\chi'$. Changing the sign of (\ref{common}) gives (\ref{Jn}). Also $\zeta'=F_n'$, so $J_n=\mu_n nF_n'$. For holes, $J_p=+\Gamma_p$ and $-W'=E_v'=\mathcal E-(\chi+E_g)'$, which gives (\ref{Jp}). Here $\zeta'=-F_p'$, so $J_p=-\mu_p p(-F_p')=\mu_p pF_p'$.

In equilibrium a single constant Fermi level gives $F_n'=F_p'=0$, hence $J_n=J_p=0$. To see the cancellation in the explicit electron current, differentiate (\ref{quasi}) at constant $F_n$:
\begin{equation}
kT\,n'=n\left[\tfrac32kT(\ln m_n)'-E_c'\right].
\end{equation}
Substitution into (\ref{Jn}), with its first two terms written as $E_c'$, gives
\begin{equation}
\frac{J_n}{\mu_n}=n\left[E_c'-\tfrac32kT(\ln m_n)'\right]
+n\left[\tfrac32kT(\ln m_n)'-E_c'\right]=0.
\end{equation}
For holes, $kT\,p'=p[\frac32kT(\ln m_p)'+E_v']$, which equals the drift and mass terms of (\ref{Jp}) and is subtracted from them. $\square$

Two tests address different parts of this result. First, the quantum density described at the start was recomputed with an added conduction-edge drop of 0.12 eV over the 600 angstrom tanh profile. At the centre, the terms of $J_n/\mu_n n$ were, in units of $10^{-5}$ eV/angstrom,
\begin{equation}
-10.000\ \text{(edge)}+1.1526\ \text{(mass)}+8.8345\ \text{(diffusion)}\simeq-0.013.
\end{equation}
The remainder is about 0.1\% of the edge term. Its last digit is not significant: removing the grid error moves the diffusion term to 8.836 and the sum to $-0.012$, and other orderings of the kinetic operator give sums down to $-0.015$. Without the mass term it would be about 12\%. Secondly, the left side of (\ref{BTE}) was evaluated by numerical differentiation on the local Maxwell distribution of a nonequilibrium density and integrated over $k$. This checks the algebra that follows the replacement of $f$ by $f_0$, not the replacement itself. With the mobility taken from a separate uniform-material calculation, the currents agreed with (\ref{Jn}) and (\ref{Jp}) to better than one part in $10^6$. This held for both carriers, with $\tau$ constant and with $\tau$ proportional to the inverse square root of the kinetic energy.

\section{Remark: the same result from momentum balance}

For constant $\tau$ the mass term can be followed as a force in a momentum equation. From (\ref{force}),
\begin{equation}
\frac{\partial v_x}{\partial x}+\frac{\partial f_x}{\partial k_x}
=-\frac{k_xm'}{m^2}+\frac{k_xm'}{m^2}=0,
\end{equation}
so the left side of (\ref{BTE}) equals $\partial_x(v_xf)+\partial_{k_x}(f_xf)$. Multiply by $k_x$ and sum over states, integrating the second term by parts. At leading order the averages on the left are Maxwell averages, and $\langle k_xv_x\rangle=\langle k_x^2\rangle/m=kT$. Hence
\begin{equation}
(\nu kT)'-\nu\langle f_x\rangle=-\frac{\nu\langle k_x\rangle}{\tau}.
\end{equation}
Since $\Gamma=\nu\langle k_x\rangle/m$,
\begin{equation}
\Gamma=\frac{\tau}{m}\left[\nu\langle f_x\rangle-kT\,\nu'\right],
\end{equation}
which is (\ref{common}) with $\mu=\tau/m$. The pressure $\nu kT$ contains no mass, so its gradient supplies the diffusion term alone. In this balance of crystal momentum, the mass term comes entirely from the mean force.

\section{Corollary: minority electrons in a p-type graded layer}

Multiplying the two densities in (\ref{quasi}) in equilibrium gives $np=N_cN_ve^{-E_g/kT}$. Therefore
\begin{equation}
kT(\ln n)'+kT(\ln p)'=-E_g'+\tfrac32kT(\ln m_nm_p)'.\label{np}
\end{equation}
If uniform acceptor doping keeps the layer neutral with $p'\simeq0$, zero hole current requires $E_v'=-\frac32kT(\ln m_p)'$. The mean force on an electron, including its mass force, is then
\begin{equation}
G_n=-E_c'+\tfrac32kT(\ln m_n)'=-E_g'+\tfrac32kT(\ln m_nm_p)'.\label{Gn}
\end{equation}
The second equality uses $E_c'=E_v'+E_g'$. The majority holes set up the field that reduces the slope of their own band edge to $-\frac32kT(\ln m_p)'$. When this is small compared with $E_g'$, almost the whole gap gradient appears as a slope of $E_c$ and acts on the minority electrons.

\subsection*{Numbers for a model layer}

The parameters are round model values at 300 K, where $kT=0.02585$ eV. Over 2000 angstrom the gap falls from 1.60 to 1.40 eV, the affinity rises from 4.00 to 4.12 eV, $m_n$ falls from 0.10 to 0.07 and $m_p$ from 0.60 to 0.50. The gap, affinity and logarithms of the masses vary linearly. The grade runs from 1000 to 3000 angstrom. Uniform regions 1000 angstrom long adjoin both ends, and the potential is held at its neutral value at their outer boundaries. The acceptor density is $10^{-7}$ angstrom$^{-3}$ and the relative permittivity is 12. The equilibrium potential follows from the Poisson equation with the densities (\ref{quasi}).

Forces below are in units of $10^{-5}$ eV/angstrom. The alloy forces are $0.12/2000=6.00$ on electrons and $0.08/2000=4.00$ on holes, both toward $+x$. The field at the middle is $-3.645$. By (\ref{qe}), the band-edge forces are
\begin{align}
-E_c'&=3.645+6.000=9.645,\\
E_v'&=-3.645+4.000=0.355.
\end{align}
The field nearly cancels the alloy force on holes and adds to that on electrons. The mass forces are
\begin{align}
\tfrac32(0.02585)\frac{\ln(0.07/0.10)}{2000}&\rightarrow-0.692\quad\text{(electrons)},\\
\tfrac32(0.02585)\frac{\ln(0.50/0.60)}{2000}&\rightarrow-0.354\quad\text{(holes)}.
\end{align}
Thus $G_n=9.645-0.692=8.953$, while (\ref{Gn}) predicts $10.000-0.692-0.354\simeq8.955$. In atomic units the computed force is $1.741\times10^{-6}$ hartree/bohr. The gap gradient alone would overestimate it by about 12\%. The diffusion term is also 8.953, so the electron current vanishes.

Near the start of the grade, at 1100 angstrom, the hole density is not uniform and all three hole terms matter:
\begin{equation}
\frac{J_p}{\mu_pp}:\quad1.217-0.354-0.860\simeq0.004.
\end{equation}
The unrounded terms sum to 0.0036. This small remainder has a definite cause. The densities in this check were computed with Fermi--Dirac occupation, whereas the theorem is for dilute carriers. With $z=e^{(E_v-F_p)/kT}$, expansion of the occupation gives
\begin{equation}
p=N_v\left(z-\frac{z^2}{2^{3/2}}+\cdots\right),
\end{equation}
since the second Gaussian has half the squared width in $k$. Differentiation shows that the hole terms sum to $E_v'z/2^{3/2}$ at leading order. At the middle, $z\simeq0.0098$, so the predicted remainder is $0.355\times0.0098/2.83=0.0012$, equal to the computed one.

The difference between 8.953 and 8.955 comes from the ends of the grade. Let $u$ be the departure of $E_v$ from its neutral value. Linearizing the Poisson equation gives $u''=u/\lambda^2$ inside the grade, with $\lambda=\sqrt{\varepsilon kT/4\pi N_A}=131$ angstrom, where $\varepsilon$ is the permittivity and $N_A$ the acceptor density. At 1100 angstrom the excess slope is $1.217-0.354=0.863$. It decays over the 900 angstrom to the middle by $e^{-900/131}\simeq0.001$, and the other end contributes equally by symmetry of the linearized problem. The sum, about 0.002, accounts for the difference.

Finally, (\ref{np}) integrated between the neutral ends, where $p$ is equal, gives
\begin{equation}
\frac{n_{\rm right}}{n_{\rm left}}
=e^{0.20/0.02585}\left(\frac{0.07\times0.50}{0.10\times0.60}\right)^{3/2}\simeq1020,
\end{equation}
the value also given by the computed densities. That agreement is built in, because neutrality is imposed at the outer boundaries, so it is not an independent test.

\section{Remark: injected electrons}

Inject electrons at low density, so that the bands stay as they were. Suppose first that at some instant their density falls linearly to zero at the end of the grade. At the middle, 1000 angstrom from that end, the diffusion driving force is $-kT\,n'/n=0.02585/1000$, or 2.585 in the units above. The total is
\begin{equation}
9.645-0.692+2.585=11.54.
\end{equation}
The three terms no longer cancel, and electrons flow toward $+x$. This profile was chosen for the arithmetic; it is not a steady solution.

A steady solution follows if $G_n$ and $\mu_n$ are taken as uniform, recombination is neglected, and the end at $x=L$ removes every arriving electron, which is idealized as $n(L)=0$. The outgoing electrons leave a density there that is smaller than the interior one by a factor of order $\ell G_n/kT$, which assumption 3 makes small. Here $x=0$ is the start of the grade. Equation (\ref{common}) reads $\Gamma=\mu_n(nG_n-kT\,n')$ with constant $\Gamma$, and its solution is
\begin{equation}
n(x)=\frac{\Gamma}{\mu_nG_n}\left[1-e^{-G_n(L-x)/kT}\right].
\end{equation}
For an injected density $n(0)$, the flux is
\begin{equation}
\Gamma=\frac{\mu_nG_n\,n(0)}{1-e^{-G_nL/kT}}
\longrightarrow\frac{\mu_nkT\,n(0)}{L}\quad(G_n\to0).
\end{equation}
The limit is pure diffusion. For the model layer, $G_nL/kT=8.953\times10^{-5}\times2000/0.02585\simeq6.9$. With $G_n$ held at its middle value, the grading therefore raises the flux at fixed $n(0)$ by a factor of about 6.9. For the layer's own band edge and the same uniform mobility the gain is somewhat smaller, about 6.5, because $G_n$ is weaker near the start of the grade: at 1100 angstrom it is $8.783-0.692=8.091$ in the units above.

These estimates require a mean free path well below $kT/G_n$, which is about 289 angstrom at the middle. With $\ell=\tau\sqrt{kT/m_n}$ and $\mu_n=\tau/m_n$, the ratio $\ell G_n/kT$ is about 0.04 for a mobility of 100 cm$^2$/Vs, but about 0.4 for 1000 cm$^2$/Vs. At the lower mobility, however, $\ell$ is only about 11 angstrom and $\hbar/\tau\simeq5\,kT$, so the Boltzmann derivation does not apply; $\hbar/\tau$ falls to $kT$ near 530 cm$^2$/Vs, where $\ell G_n/kT$ is already 0.2. No mobility satisfies both conditions with margin in this layer. At 1000 cm$^2$/Vs the relaxation model of assumption 3 with a uniform force raises the mean kinetic energy by about 10\%; the drift velocity stays linear in the force for constant $\tau$ and is about 11\% lower for $\tau$ proportional to the inverse square root of the kinetic energy. The force corresponds to 9 kV/cm, and in a real high-mobility material, where energy usually relaxes more slowly than momentum, the heating can be larger and the linear law is only a rough guide. The equilibrium results do not depend on the mobility.

\section{Remark: where the mass term changes}

If the carriers are degenerate, rescaling $k$ by $\sqrt m$ still gives $\nu=m^{3/2}g(\zeta-W)$ for some function $g$. Differentiation yields
\begin{equation}
\zeta'=W'+\frac{\nu'-\frac32\nu(\ln m)'}{\partial\nu/\partial\zeta}.
\end{equation}
The factor $kT$ in both the mass and diffusion terms is replaced by $\nu/(\partial\nu/\partial\zeta)$, which reduces to $kT$ for a dilute gas. A nonuniform temperature adds terms absent from Lemma 2. At an abrupt junction the classical force (\ref{force}) has no justification, and transmission and reflection of waves must be treated instead. The constancy of the Fermi level in equilibrium survives all these changes of transport model, except that a nonuniform temperature is itself not equilibrium.

The numerical output lists the model parameters and the forces and current terms computed on its grids.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K; kT = 0.02585 eV
Gap, left and right: 1.60, 1.40 eV
Affinity, left and right: 4.00, 4.12 eV
Electron mass, left and right: 0.10, 0.07 m_e
Hole mass, left and right: 0.60, 0.50 m_e
Grade length: 2000 angstrom, from 1000 to 3000 angstrom
Acceptor density: 1.0e-07 angstrom^-3; relative permittivity 12
Debye length: 130.9 angstrom
Electron thermal wavelength, middle: 148.8 angstrom
QUANTUM EQUILIBRIUM DENSITY (tanh grade, centre)
Mass coefficient, width 600 angstrom: 1.4972
Mass coefficient, width 150 angstrom: 1.4412
With band-edge drop 0.12 eV, width 600 angstrom, J_n/(mu_n n):
  edge -1.0000e-04, mass 1.1526e-05 eV/angstrom
  diffusion 8.8345e-05, sum -1.3e-07 eV/angstrom
  sum without mass term -1.17e-05 eV/angstrom
  quantum/classical density: 1.0033
GRADED P-TYPE LAYER IN EQUILIBRIUM
Electric field (force on unit + charge), middle: -3.645e-05 eV/angstrom
Affinity force on electrons: 6.000e-05 eV/angstrom
Alloy force on holes: 4.000e-05 eV/angstrom
At 2000 angstrom (middle), J/(mu*density) in eV/angstrom:
  electrons: edge -9.645e-05, mass 6.916e-06, diffusion 8.953e-05, sum 2.0e-18
  holes: edge 3.553e-06, mass -3.535e-06, diffusion -5.368e-09, sum 1.2e-08
At 1100 angstrom (near start), J/(mu*density) in eV/angstrom:
  electrons: edge -8.783e-05, mass 6.916e-06, diffusion 8.091e-05, sum 1.1e-17
  holes: edge 1.217e-05, mass -3.535e-06, diffusion -8.602e-06, sum 3.6e-08
Hole density / acceptor density, middle: 0.9965
Hole density / N_v, middle: 0.0098
Electron density, middle: 3.908e-30 angstrom^-3
Electron density ratio, right/left: 1020.3; from gap and masses: 1020.3
Electron force with mass term, middle: 8.953e-05 eV/angstrom
  from gap and masses: 8.955e-05 eV/angstrom
  gap part alone: 1.000e-04 eV/angstrom
  in atomic units: 1.741e-06 hartree/bohr
INJECTED ELECTRONS, density falling linearly to 0 at grade end
Band-edge force, middle: 9.645e-05 eV/angstrom
Mass force, middle: -6.916e-06 eV/angstrom
Diffusion driving force, middle: 2.585e-05 eV/angstrom
Total driving force, middle: 1.154e-04 eV/angstrom
Boltzmann/law - 1, electron, tau power 0.0: -1.9e-08
Boltzmann/law - 1, hole, tau power 0.0: -4.4e-08
Boltzmann/law - 1, electron, tau power -0.5: 8.6e-09
Boltzmann/law - 1, hole, tau power -0.5: 6.8e-08
\end{verbatim}
